# Product Rule and Interlacing for Long-Wavelength Optical Modes in Polar Crystals, part 1

(Sections cited here and not found follow in the second part.)

## First half: the field, the determinant and the product rule

Q: I am told that in any polar crystal the squared ratios of longitudinal to transverse frequencies multiply to the static dielectric constant divided by the high-frequency one. In a crystal of low symmetry, a wave in an oblique direction need be neither longitudinal nor transverse. Which two sets of frequencies are being compared?

A: The names have to be replaced by definitions. Both sets belong to optical vibrations of very long wavelength. In the first set the macroscopic electric field is zero, and I call these frequencies \(\omega_j\). In the second set the wavevector \(\mathbf q\) tends to zero along a fixed unit vector \(\hat{\mathbf q}\), and the vibration produces whatever field electrostatics demands. I call these \(\Omega_j(\hat{\mathbf q})\). In the product rule these two sets take the place of the transverse and longitudinal frequencies, whatever the polarization of the modes.

With \(N\) ions in the cell each set has \(n=3N-3\) members. The product has to run over all of them. A mode that produces no field appears in both sets with the same frequency and contributes a factor of one.

Q: Why should the frequency depend on the direction of a vector that is going to zero?

A: Because the field does. Let the ions in the cell at \(\mathbf R\) be displaced by \(\mathbf u\,e^{i\mathbf q\cdot\mathbf R-i\omega t}\), where \(\mathbf u\) collects the \(3N\) components of one cell. The polarization then varies as a plane wave. Its component along \(\mathbf q\) has a divergence, hence a bound charge, and that charge produces a field. A smaller \(q\) gives a smaller charge density spread over a longer distance, and the two effects cancel in the field. The direction therefore survives the limit.

I assume that the field is electrostatic, so that its curl vanishes. This needs \(q\) to be small compared with the inverse lattice spacing but large compared with the wavevector of light in the crystal, of order \(\omega\sqrt{\varepsilon}/c\) with \(\varepsilon\) the static dielectric constant. The square root matters in crystals of high permittivity: in a cubic crystal with one polar mode, a static constant of 300 and a high-frequency constant of 5, the transverse mode at \(q=10\,\omega_{\rm TO}/c\) still lies at only half of \(\omega_{\rm TO}\). At smaller \(q\) the modes whose total polarization, electronic part included, has a component transverse to \(\mathbf q\) mix with light, and the present argument does not give their frequencies. A mode whose total polarization is purely longitudinal, such as the LO mode of a cubic crystal, keeps its frequency. An ionic dipole along \(\mathbf q\) is not enough for this if \(\mathbf q\) is not a principal axis of the electronic dielectric tensor.

Q: Then write down the forces, and say what you assume about the electrons.

A: The crystal is an insulator, the ions move harmonically, and the electrons follow them and the field without delay. At long wavelength the energy of one cell in a macroscopic field \(\mathbf E\) is a quadratic function,

\[
W=\tfrac12\mathbf u^T\Phi\mathbf u-e\,\mathbf u^TZ\mathbf E
-\tfrac12V\varepsilon_{\rm v}\,\mathbf E^T(\varepsilon^\infty-1)\mathbf E .
\]

Here \(V\) is the cell volume, \(\varepsilon_{\rm v}\) the vacuum permittivity and \(e\) the elementary charge. \(\Phi\) is the matrix of force constants at zero macroscopic field, \(\varepsilon^\infty\) is the relative dielectric tensor with the ions held, and the \(3N\times3\) matrix \(Z\) contains the Born charges. Terms that vanish with \(q\) have been dropped.

The force on the ions is \(-\partial W/\partial\mathbf u\), and the dipole moment of the cell is \(-\partial W/\partial\mathbf E\). With the diagonal mass matrix \(M\),

\[
M\ddot{\mathbf u}=-\Phi\mathbf u+eZ\mathbf E,\qquad
\mathbf P=\frac eV Z^T\mathbf u+\varepsilon_{\rm v}(\varepsilon^\infty-1)\mathbf E .
\]

The same \(Z\) appears in both equations because both coefficients come from the one mixed term of \(W\).

Q: You have introduced a field but have not determined it.

A: Two conditions determine it. Vanishing curl means \(\mathbf q\times\mathbf E=0\), so \(\mathbf E=E\hat{\mathbf q}\). The absence of free charge means that \(\varepsilon_{\rm v}\mathbf E+\mathbf P\) has no divergence, so its component along \(\hat{\mathbf q}\) is zero. Inserting \(\mathbf P\) gives

\[
\varepsilon_{\rm v}E+\frac eV\hat{\mathbf q}^TZ^T\mathbf u
+\varepsilon_{\rm v}\left(\hat{\mathbf q}^T\varepsilon^\infty\hat{\mathbf q}-1\right)E=0 .
\]

The first term cancels against the \(-1\) in the bracket. With the directional constant \(\varepsilon^\infty(\hat{\mathbf q})=\hat{\mathbf q}^T\varepsilon^\infty\hat{\mathbf q}\), which is positive,

\[
E=-\frac{e}{\varepsilon_{\rm v}V\varepsilon^\infty(\hat{\mathbf q})}\,\hat{\mathbf q}^TZ^T\mathbf u .
\]

The minus sign says that the field opposes the longitudinal part of the polarization that caused it. The electrons weaken the field by the factor \(\varepsilon^\infty(\hat{\mathbf q})\).

Put this into the equation of motion. For a vibration at frequency \(\omega\) the acceleration is \(-\omega^2\mathbf u\), so

\[
\omega^2M\mathbf u=\Phi\mathbf u+\frac{e^2}{\varepsilon_{\rm v}V\varepsilon^\infty(\hat{\mathbf q})}\,
Z\hat{\mathbf q}\,\hat{\mathbf q}^TZ^T\mathbf u .
\]

Now set \(\mathbf w=M^{1/2}\mathbf u\) and multiply from the left by \(M^{-1/2}\). The result is \(\omega^2\mathbf w=D'\mathbf w\), where

\[
D'=D+c\,\mathbf v\mathbf v^T,\quad D=M^{-1/2}\Phi M^{-1/2},\quad
\mathbf v=M^{-1/2}Z\hat{\mathbf q},\quad
c=\frac{e^2}{\varepsilon_{\rm v}V\varepsilon^\infty(\hat{\mathbf q})}>0 .
\]

The matrix \(D\) governs the modes without field, and \(D'\) governs those with it. They differ by a matrix of rank one, since there is a single field amplitude \(E\) and it responds to a single combination of displacements, \(\mathbf v^T\mathbf w\).

Q: Both matrices have \(3N\) eigenvalues, and three of them are zero. A ratio of determinants would be zero over zero.

A: The three zeros can be removed from both matrices at once. Moving the whole crystal by a vector \(\mathbf a\) gives every ion the displacement \(\mathbf a\). Write this as \(\mathbf u=J\mathbf a\), where \(J\) is a stack of \(N\) unit matrices. No force arises, so \(\Phi J=0\), and \(\mathbf t=M^{1/2}J\mathbf a\) satisfies \(D\mathbf t=0\). Its overlap with \(\mathbf v\) is

\[
\mathbf v^T\mathbf t=\hat{\mathbf q}^TZ^TM^{-1/2}M^{1/2}J\mathbf a
=\hat{\mathbf q}^T\Big(\sum_\kappa Z_\kappa\Big)^T\mathbf a=0 ,
\]

where \(Z_\kappa\) is the \(3\times3\) block of ion \(\kappa\). The Born charges of a neutral cell sum to zero, because a rigid shift of a neutral crystal creates no polarization and a uniform field exerts no total force on it.

Hence \(D'\mathbf t=0\) as well. Both matrices are symmetric, so both map the \(n\)-dimensional space orthogonal to the translations into itself, and \(\mathbf v\) lies in that space. From here on \(D\) and \(D'\) mean their restrictions to this optical space. I assume that the crystal is stable there, so that the eigenvalues \(\lambda_j=\omega_j^2\) of \(D\) are positive. The eigenvalues of \(D'\) are \(\Lambda_j=\Omega_j^2\).

Q: Knowing that the change has rank one does not yet give its effect on a determinant.

A: That takes one lemma. For an invertible matrix \(A\),

\[
\det(A+c\,\mathbf v\mathbf v^T)=\det A\,\left(1+c\,\mathbf v^TA^{-1}\mathbf v\right).
\]

To prove it, enlarge the matrix by one row and one column,

\[
K=\begin{pmatrix}A&-c\mathbf v\\ \mathbf v^T&1\end{pmatrix},
\]

and evaluate \(\det K\) in two ways. Both use multiplication by a triangular matrix with unit diagonal, which leaves the determinant unchanged. First,

\[
\begin{pmatrix}1&c\mathbf v\\0&1\end{pmatrix}K
=\begin{pmatrix}A+c\mathbf v\mathbf v^T&0\\ \mathbf v^T&1\end{pmatrix},
\]

so \(\det K=\det(A+c\mathbf v\mathbf v^T)\). Second,

\[
\begin{pmatrix}1&0\\-\mathbf v^TA^{-1}&1\end{pmatrix}K
=\begin{pmatrix}A&-c\mathbf v\\0&1+c\,\mathbf v^TA^{-1}\mathbf v\end{pmatrix}.
\]

In the lower left corner \(-\mathbf v^TA^{-1}A+\mathbf v^T\) vanishes. In the lower right corner the product of the two minus signs gives \(+c\,\mathbf v^TA^{-1}\mathbf v\). The determinant is now the product of the diagonal blocks, and equating the two values proves the lemma.

Q: Which matrix do you take for \(A\)? With \(A=D\) you learn one number, the product of all the eigenvalues.

A: I take \(A=D-\lambda\) with \(\lambda\) free, which gives the whole spectrum. Let \(\mathbf e_j\) be the orthonormal eigenvectors of \(D\). The inverse of \(D-\lambda\) has eigenvalues \(1/(\lambda_j-\lambda)\), so

\[
F(\lambda)\equiv\frac{\det(D'-\lambda)}{\det(D-\lambda)}
=\prod_{j=1}^n\frac{\Lambda_j-\lambda}{\lambda_j-\lambda}
=1+\sum_{j=1}^n\frac{s_j}{\lambda_j-\lambda},\qquad
s_j=c\,(\mathbf v\cdot\mathbf e_j)^2\ge0 .
\]

The number \(s_j\) is the strength with which zero-field mode \(j\) couples to a field along \(\hat{\mathbf q}\). It has the dimension of a squared frequency. When \(\lambda_j\) is degenerate, the separate strengths depend on the choice of eigenvectors within the level, but their sum does not.

Q: This is algebra about frequencies. The dielectric constant of the crystal is measured by applying a field. Why should it know about \(F\)?

A: Apply a field \(\mathbf E\) at frequency \(\omega\) and hold its amplitude fixed. The equation of motion becomes \((\Phi-\omega^2M)\mathbf u=eZ\mathbf E\). In mass-weighted form it reads

\[
(D-\omega^2)\mathbf w=eM^{-1/2}Z\mathbf E .
\]

The matrix here is \(D\) and not \(D'\), because the field is prescribed and does not follow the displacement. The columns of \(M^{-1/2}Z\) lie in the optical space, by the same charge sum rule as before. Solve for \(\mathbf w\) and insert \(\mathbf u=M^{-1/2}\mathbf w\) in the polarization,

\[
\mathbf P=\frac{e^2}{V}Z^TM^{-1/2}(D-\omega^2)^{-1}M^{-1/2}Z\mathbf E
+\varepsilon_{\rm v}(\varepsilon^\infty-1)\mathbf E .
\]

By definition \(\mathbf P=\varepsilon_{\rm v}(\varepsilon(\omega)-1)\mathbf E\). Divide by \(\varepsilon_{\rm v}\) and take the component along \(\hat{\mathbf q}\) for a field along \(\hat{\mathbf q}\). With \(\varepsilon(\hat{\mathbf q},\omega)=\hat{\mathbf q}^T\varepsilon(\omega)\hat{\mathbf q}\),

\[
\varepsilon(\hat{\mathbf q},\omega)=\varepsilon^\infty(\hat{\mathbf q})
+\frac{e^2}{\varepsilon_{\rm v}V}\mathbf v^T(D-\omega^2)^{-1}\mathbf v .
\]

The definition of \(c\) says that \(e^2/(\varepsilon_{\rm v}V)=c\,\varepsilon^\infty(\hat{\mathbf q})\). Hence

\[
\varepsilon(\hat{\mathbf q},\omega)=\varepsilon^\infty(\hat{\mathbf q})\,F(\omega^2)
=\varepsilon^\infty(\hat{\mathbf q})\prod_{j=1}^n\frac{\Omega_j^2-\omega^2}{\omega_j^2-\omega^2}.
\]

The ratio of determinants is the dielectric function along \(\hat{\mathbf q}\), in units of its electronic part. A coupled zero-field mode gives a pole, where a small applied field drives a large motion. A zero is a frequency at which a field along \(\hat{\mathbf q}\) can exist with no displacement field along \(\hat{\mathbf q}\), which is the condition for a free vibration of the second set.

Q: So the static case is just \(\omega=0\)?

A: Yes. With \(\varepsilon^0(\hat{\mathbf q})=\varepsilon(\hat{\mathbf q},0)\),

\[
\prod_{j=1}^n\frac{\Omega_j(\hat{\mathbf q})^2}{\omega_j^2}
=\frac{\varepsilon^0(\hat{\mathbf q})}{\varepsilon^\infty(\hat{\mathbf q})}
=1+\sum_{j=1}^n\frac{s_j}{\omega_j^2}.
\]

This is the generalised Cochran–Cowley relation. The positivity of all \(\lambda_j\) ensures that the static response exists and that the relaxed positions minimise the energy among displacements that repeat from cell to cell. It says nothing about stability against vibrations of finite wavevector.

Q: The left side contains the masses. A static dielectric constant cannot depend on them.

A: Nor does the product. In a static field the ions settle where \(\Phi\mathbf u=eZ\mathbf E\), and no mass enters this condition. The solution is fixed up to a rigid shift, which carries no dipole moment. The static polarization is therefore unique and independent of mass. Changing the masses moves the individual frequencies, and the product of the squared ratios stays where it was.

Q: Which static constant is it? A crystal in a field may also change its shape.

A: It is the constant at fixed cell shape. The vector \(\mathbf u\) describes displacements within a cell that repeat from cell to cell, and a strain is not among them. In a piezoelectric crystal that is free to deform, the strain adds to the static polarization, and that part has no counterpart among the \(\omega_j\). In a crystal with inversion symmetry the linear piezoelectric effect vanishes, because the field changes sign under inversion and the strain does not. The distinction then disappears in the linear response.

Q: Show me that the familiar cubic case comes out.

A: Take two ions per cell in a cubic crystal where each ion has cubic site symmetry. The Born charges are \(+z\) and \(-z\) times the unit matrix, and \(\varepsilon^\infty\) is a number. There are three optical modes, the relative motions along three axes. Cubic symmetry makes them degenerate at zero field with frequency \(\omega_{\rm TO}\).

The vector \(\mathbf v\) has the parts \(z\hat{\mathbf q}/\sqrt{M_1}\) and \(-z\hat{\mathbf q}/\sqrt{M_2}\), which describe relative motion along \(\hat{\mathbf q}\). The two relative motions perpendicular to \(\hat{\mathbf q}\) are orthogonal to \(\mathbf v\) and keep the frequency \(\omega_{\rm TO}\). The third has strength \(s=c|\mathbf v|^2\), so

\[
\omega_{\rm LO}^2=\omega_{\rm TO}^2+\frac{e^2z^2}{\varepsilon_{\rm v}V\varepsilon^\infty}
\left(\frac1{M_1}+\frac1{M_2}\right),\qquad
\frac{\omega_{\rm LO}^2}{\omega_{\rm TO}^2}=\frac{\varepsilon^0}{\varepsilon^\infty}.
\]

The second equation is the Lyddane–Sachs–Teller relation. Two of the three factors in the general product are equal to one. Here the old names are accurate, because symmetry separates the longitudinal motion from the two transverse ones.

## Second half: the order of the frequencies and a worked crystal

Q: Let me restate what I take over. The zero-field optical modes have eigenvalues \(\lambda_j=\omega_j^2>0\) and eigenvectors \(\mathbf e_j\) of a matrix \(D\). In the limit \(\mathbf q\to0\) along \(\hat{\mathbf q}\) the eigenvalues are \(\Lambda_j=\Omega_j^2\), and they belong to \(D'=D+c\,\mathbf v\mathbf v^T\) with \(c>0\) and \(\mathbf v=M^{-1/2}Z\hat{\mathbf q}\). The strengths are \(s_j=c(\mathbf v\cdot\mathbf e_j)^2\), and

\[
F(\lambda)=\prod_{j=1}^n\frac{\Lambda_j-\lambda}{\lambda_j-\lambda}
=1+\sum_{j=1}^n\frac{s_j}{\lambda_j-\lambda}
=\frac{\varepsilon(\hat{\mathbf q},\omega)}{\varepsilon^\infty(\hat{\mathbf q})}
\quad\text{at }\lambda=\omega^2 .
\]

At \(\lambda=0\) this is the product rule. A product says nothing about order. Could one mode rise a great deal while another falls?

A: No. Suppose first that the \(\lambda_j\) are all different, in increasing order, and that every \(s_j\) is positive. Away from its poles \(F\) has the derivative

\[
F'(\lambda)=\sum_{j=1}^n\frac{s_j}{(\lambda_j-\lambda)^2}>0 ,
\]

so it rises on every interval between poles. Just above \(\lambda_j\) the term \(s_j/(\lambda_j-\lambda)\) is large and negative, and just below \(\lambda_{j+1}\) the next term is large and positive. Between two neighbouring poles \(F\) therefore climbs from \(-\infty\) to \(+\infty\) and crosses zero once.

Above the last pole it climbs from \(-\infty\) towards 1, which gives one more zero. Below the first pole all terms are positive, so \(F>1\) and there is no zero. That makes \(n\) zeros. Each is an eigenvalue of \(D'\), which has \(n\) eigenvalues, so none is missing:

\[
\omega_1<\Omega_1<\omega_2<\Omega_2<\dots<\omega_n<\Omega_n .
\]

The field raises every frequency, and each one except the highest stays below the next zero-field frequency.

The squared frequency ratios multiply to the ratio of the static to the high-frequency dielectric constant along \(\hat{\mathbf q}\), and the two sets of frequencies alternate strictly when the zero-field levels are distinct and all couple to the field. It remains to treat degenerate and uncoupled modes, to bound the highest frequency, and to test the results on a model crystal.
